# Exchange-correlation matrices from first derivatives: GGA and tau-dependent functionals on grids

## One basis function at one grid point

Take a single real basis function $\chi$, a single grid point of weight $w$, and a density matrix that is one number $P$. At that point

$$\rho=P\chi^2,\qquad \nabla\rho=2P\chi\nabla\chi,\qquad \tau=\tfrac12P|\nabla\chi|^2,$$

and $\sigma=|\nabla\rho|^2=4P^2\chi^2|\nabla\chi|^2$. Let the exchange-correlation energy be $E=w f(\rho,\sigma,\tau)$, and write $f_\rho,f_\sigma,f_\tau$ for the partial derivatives of $f$. The chain rule gives

$$\frac{dE}{dP}=w\left[f_\rho\chi^2+8f_\sigma P\chi^2|\nabla\chi|^2+\tfrac12f_\tau|\nabla\chi|^2\right].$$

Since $2P\chi\nabla\chi=\nabla\rho$, the middle term equals $4f_\sigma\,\chi\,\nabla\rho\cdot\nabla\chi$. Every term is now a product of two factors, each built from $\chi$ or $\nabla\chi$:

$$\frac{dE}{dP}=2\chi\,w\left[\tfrac12f_\rho\chi+2f_\sigma\nabla\rho\cdot\nabla\chi\right]+2\sum_{k}\partial_k\chi\left[\tfrac14wf_\tau\,\partial_k\chi\right],\qquad k=x,y,z.$$

With many functions, each leading factor 2 becomes "a matrix plus its transpose". No second derivative has appeared, because the energy contains only $\chi$ and $\nabla\chi$, and differentiation with respect to $P$ does not differentiate in space.

## Definitions and the convention for the matrix

Hartree atomic units are used. There are $N$ real basis functions $\chi_\mu$ and a symmetric closed-shell density matrix $P$, in which a doubly occupied orbital has weight 2. The points $\mathbf r_g$ and weights $w_g$ do not depend on $P$. The energy is

$$E_{xc}=\sum_g w_g\,f(\rho_g,\sigma_g,\tau_g),$$

where $f$ is an energy per volume, differentiable at the values met on the grid and independent of $\nabla^2\rho$. The density is $\rho=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\chi_\nu$. Its gradient is

$$\nabla\rho=\sum_{\mu\nu}P_{\mu\nu}(\chi_\mu\nabla\chi_\nu+\chi_\nu\nabla\chi_\mu)=2\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\nabla\chi_\nu,$$

where the second step exchanges the names $\mu,\nu$ in one term and uses $P_{\mu\nu}=P_{\nu\mu}$. The kinetic-energy density is

$$\tau=\tfrac12\sum_{\mu\nu}P_{\mu\nu}\nabla\chi_\mu\cdot\nabla\chi_\nu .$$

If a functional routine uses $t=2\tau$ instead, its derivative must be converted by $f_\tau=2f_t$.

The matrix $V$ is the symmetric matrix for which

$$dE_{xc}=\sum_{\mu\nu}V_{\mu\nu}\,dP_{\mu\nu}=\mathrm{Tr}(V\,dP)$$

for every symmetric $dP$. Changing $P_{\mu\nu}$ and $P_{\nu\mu}$ together by $\epsilon$, with $\mu\ne\nu$, therefore changes the energy by $2\epsilon V_{\mu\nu}$ to first order; changing a diagonal element changes it by $\epsilon V_{\mu\mu}$. A finite-difference check must respect this factor.

## Derivation

At one point, $d\sigma=d(\nabla\rho\cdot\nabla\rho)=2\nabla\rho\cdot d(\nabla\rho)$, so

$$df=f_\rho\,d\rho+2f_\sigma\nabla\rho\cdot d(\nabla\rho)+f_\tau\,d\tau .$$

The quantities $\rho$, $\nabla\rho$ and $\tau$ are linear in $P$:

$$d\rho=\sum_{\mu\nu}\chi_\mu\chi_\nu\,dP_{\mu\nu},\quad
d(\nabla\rho)=\sum_{\mu\nu}\nabla(\chi_\mu\chi_\nu)\,dP_{\mu\nu},\quad
d\tau=\tfrac12\sum_{\mu\nu}\nabla\chi_\mu\cdot\nabla\chi_\nu\,dP_{\mu\nu}.$$

Each coefficient is symmetric in $\mu,\nu$, so the coefficient of $dP_{\mu\nu}$ in $dE_{xc}$ is $V_{\mu\nu}$ itself:

$$V_{\mu\nu}=\sum_gw_g\left[f_\rho\chi_\mu\chi_\nu+2f_\sigma\nabla\rho\cdot\nabla(\chi_\mu\chi_\nu)+\tfrac12f_\tau\nabla\chi_\mu\cdot\nabla\chi_\nu\right].\tag{1}$$

The product rule splits the middle term into

$$\chi_\mu\,(2f_\sigma\nabla\rho\cdot\nabla\chi_\nu)+(2f_\sigma\nabla\rho\cdot\nabla\chi_\mu)\,\chi_\nu ,$$

whose two pieces are transposes of each other. Only one is put into the product, with its full factor 2. The other two terms of (1) are symmetric already, so half of each is put in and the transpose supplies the rest. Define

$$Z^0_{g\nu}=w_g\left[\tfrac12f_\rho\chi_\nu+2f_\sigma\nabla\rho\cdot\nabla\chi_\nu\right]_g,\qquad
Z^k_{g\nu}=\tfrac14w_g\left[f_\tau\,\partial_k\chi_\nu\right]_g .\tag{2}$$

Let $X^0_{g\mu}=\chi_\mu(\mathbf r_g)$ and $X^k_{g\mu}=\partial_k\chi_\mu(\mathbf r_g)$. For $n$ points, stack the four blocks $X^0,X^x,X^y,X^z$ into $\Phi$, with $4n$ rows, and stack the $Z$ blocks in the same order. Then

$$A=\Phi^{T}Z=\sum_{a=0,x,y,z}(X^a)^TZ^a,\qquad V=A+A^T .\tag{3}$$

Multiplying out confirms the factors. The density terms give $\tfrac12+\tfrac12=1$. The two gradient pieces combine to $2f_\sigma\nabla\rho\cdot\nabla(\chi_\mu\chi_\nu)$. The $\tau$ terms give $\tfrac14+\tfrac14=\tfrac12$. Equation (3) is thus the derivative of the discretised energy on any fixed grid, whether or not that grid integrates accurately.

For a GGA, $f_\tau=0$ and $A=(X^0)^TZ^0$ is one product. The three gradient components are contracted with $\nabla\rho$ point by point before the multiplication, which costs of order $nN$ operations instead of $nN^2$. The $\tau$ term does not allow this contraction, because the same component $k$ stands on both factors and is summed over; in (3) it adds three products.

## Special functionals as checks of the factors

Simple choices of $f$ isolate the terms:

- $f=\rho$ gives $V_{\mu\nu}=\sum_gw_g\chi_\mu\chi_\nu$, the overlap matrix by quadrature.
- $f=\tau$ gives $V_{\mu\nu}=\tfrac12\sum_gw_g\nabla\chi_\mu\cdot\nabla\chi_\nu$, the kinetic-energy matrix by quadrature.
- $f=\sigma$ gives $V_{\mu\nu}=2\sum_gw_g\nabla\rho\cdot\nabla(\chi_\mu\chi_\nu)$. Contraction with $P$ gives $\mathrm{Tr}(VP)=2\sum_gw_g\sigma_g=2E$, as it must for an energy quadratic in $P$.

For a general functional, contracting (1) with $P$ gives

$$\mathrm{Tr}(VP)=\sum_gw_g\left(f_\rho\rho+2f_\sigma\sigma+f_\tau\tau\right),$$

because $\sum P_{\mu\nu}\nabla(\chi_\mu\chi_\nu)=\nabla\rho$ and $\tfrac12\sum P_{\mu\nu}\nabla\chi_\mu\cdot\nabla\chi_\nu=\tau$. The right side needs no matrix, so this is an inexpensive check during development. Where the density is locally uniform, $\nabla\rho=0$ and the $\sigma$ term drops out; the $\tau$ term in general does not, although for TPSS $f_\tau$ itself vanishes at $\nabla\rho=0$ when $\tau$ has its uniform-gas value $\tfrac3{10}(3\pi^2)^{2/3}\rho^{5/3}$.

## Relation to the potential form

For a GGA, put $\mathbf A=2f_\sigma\nabla\rho$ and $q=\chi_\mu\chi_\nu$. From $\nabla\cdot(\mathbf Aq)=\mathbf A\cdot\nabla q+q\,\nabla\cdot\mathbf A$,

$$\int\mathbf A\cdot\nabla q\,d^3r=-\int q\,\nabla\cdot\mathbf A\,d^3r$$

when the surface term vanishes, which it does for smooth, decaying basis functions provided $\mathbf Aq$ decays fast enough. The matrix is then that of the multiplicative potential

$$v=f_\rho-2\nabla\cdot(f_\sigma\nabla\rho)=f_\rho-2\nabla f_\sigma\cdot\nabla\rho-2f_\sigma\nabla^2\rho .$$

Here $\nabla f_\sigma=f_{\rho\sigma}\nabla\rho+f_{\sigma\sigma}\nabla\sigma$ and $\partial_i\sigma=2\sum_j(\partial_i\partial_j\rho)\,\partial_j\rho$, with

$$\partial_i\partial_j\rho=2\sum_{\mu\nu}P_{\mu\nu}\left(\chi_\mu\partial_i\partial_j\chi_\nu+\partial_i\chi_\mu\,\partial_j\chi_\nu\right).$$

This route therefore needs second derivatives both of the basis functions and of $f$.

On a grid the two forms differ. The product form minus the potential form is

$$\sum_gw_g\left[\mathbf A\cdot\nabla q+q\,\nabla\cdot\mathbf A\right]_g=\sum_gw_g\left[\nabla\cdot(\mathbf Aq)\right]_g ,$$

the quadrature of a function whose integral is zero. It tends to zero as the grid is refined, but at finite resolution the potential form is in general not the derivative of the computed energy.

For the $\tau$ term, if $f_\tau$ is smooth and the surface term vanishes, the same integration by parts gives

$$\tfrac12\int f_\tau\nabla\chi_\mu\cdot\nabla\chi_\nu\,d^3r=\int\chi_\mu\left[-\tfrac12\nabla\cdot(f_\tau\nabla\chi_\nu)\right]d^3r .$$

This is a differential operator with a position-dependent coefficient, like a kinetic energy with a local inverse mass, and not a multiplicative potential. It arises because the energy is varied with respect to $P$, hence with respect to the orbitals, and not with respect to $\rho$ alone.

## Spin-resolved form

Let $P^\alpha,P^\beta$ be the spin density matrices, with weight 1 per occupied spin orbital. The functional depends on $\rho_\alpha,\rho_\beta$, on $\sigma_{\alpha\alpha},\sigma_{\alpha\beta},\sigma_{\beta\beta}$ with $\sigma_{\alpha\beta}=\nabla\rho_\alpha\cdot\nabla\rho_\beta$, and on $\tau_\alpha,\tau_\beta$. When $P^\alpha$ alone varies,

$$d\sigma_{\alpha\alpha}=2\nabla\rho_\alpha\cdot d(\nabla\rho_\alpha),\qquad d\sigma_{\alpha\beta}=\nabla\rho_\beta\cdot d(\nabla\rho_\alpha).$$

The vector $2f_\sigma\nabla\rho$ in (2) is thus replaced by

$$\mathbf b_\alpha=2f_{\sigma_{\alpha\alpha}}\nabla\rho_\alpha+f_{\sigma_{\alpha\beta}}\nabla\rho_\beta ,$$

and $f_\rho,f_\tau$ by $f_{\rho_\alpha},f_{\tau_\alpha}$. The factors $\tfrac12$ and $\tfrac14$ remain. The $\beta$ matrix follows by exchanging the labels.

The closed-shell factor can be recovered when $f$ depends on the gradients through the total $\sigma=\sigma_{\alpha\alpha}+2\sigma_{\alpha\beta}+\sigma_{\beta\beta}$. Then $f_{\sigma_{\alpha\alpha}}=f_\sigma$ and $f_{\sigma_{\alpha\beta}}=2f_\sigma$, so $\mathbf b_\alpha=2f_\sigma(\nabla\rho_\alpha+\nabla\rho_\beta)=2f_\sigma\nabla\rho$. PBE and TPSS are not of this kind, because their exchange parts depend on $\sigma_{\alpha\alpha}$ and $\sigma_{\beta\beta}$ separately. The factor is nevertheless recovered for any functional at a closed shell: there $\nabla\rho_\alpha=\nabla\rho_\beta=\tfrac12\nabla\rho$, all three $\sigma$ equal $\sigma/4$ and $f_{\sigma_{\alpha\alpha}}=f_{\sigma_{\beta\beta}}$, so $f_\sigma=\tfrac14(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}})$ and $\mathbf b_\alpha=\tfrac12(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}})\nabla\rho=2f_\sigma\nabla\rho$.

## Batches and screening

The sum over points can be divided into batches, each contributing its own $A+A^T$. For a batch of $n$ points:

1. Evaluate $\chi$ and $\nabla\chi$. Keep the $m$ functions for which the value or a gradient component exceeds a cutoff somewhere in the batch.
2. Extract the $m\times m$ block of $P$ and form $Q^0=X^0P$; for a $\tau$-dependent functional also form $Q^k=X^kP$.
3. Obtain $\rho=\sum_\mu X^0_\mu Q^0_\mu$, $\partial_k\rho=2\sum_\mu X^k_\mu Q^0_\mu$ and $\tau=\tfrac12\sum_k\sum_\mu X^k_\mu Q^k_\mu$ at each point.
4. Evaluate $f$ and its first derivatives, and build $Z$ from (2).
5. Form $A=\Phi^TZ$ and add $A+A^T$ to the corresponding block of $V$.

Step 5 costs $4nm^2$ multiplications, or $nm^2$ for a GGA. Without screening $m=N$; since the number of points also grows in proportion to system size, the work grows cubically. If each batch is a spatially compact group of points, then for basis functions of finite effective range in an extended system of bounded atomic density $m$ saturates and the work of the matrix products becomes linear; a batch whose points are scattered over the whole system keeps nearly all functions. Step 1 as written still evaluates all $N$ functions, at a cost of order $nN$ per batch, which is quadratic in system size unless distant functions are excluded beforehand by their range.

Screening preserves the derivative property. The list of kept functions depends on the grid and the basis, not on $P$, so omission amounts to setting fixed columns of $\Phi$ to zero in both the energy and the matrix. The screened $V$ is the derivative of the screened energy.

## Water: one element followed by hand

The example is water with the TPSS functional in the 6-31G basis. The oxygen atom is at the origin and the hydrogen atoms are at $(0,\pm1.43,1.11)$ bohr, a chosen geometry. The basis is small and has no polarisation functions, so the energies illustrate the method and do not predict measurements. The self-consistent calculation used (3) on 23276 points and gave a total energy of $-76.3881$ hartree, of which $-9.3636$ hartree is exchange-correlation energy. Finer grids (75 × 302 and 99 × 590 points per atom) lower these two values by $3\times10^{-5}$ and $4\times10^{-5}$ hartree, which leaves the digits shown unchanged; the basis matters far more, since cc-pVTZ gives $-76.4602$ and $-9.3545$ hartree.

Consider the element between the inner (contracted) oxygen $p_z$ function ($\mu$) and the inner (contracted) $s$ function of the hydrogen atom at positive $y$ ($\nu$); the basis has two of each. At the point $(0,0.7,0.5)$ bohr, with $w=1$ and in atomic units, the inputs are

$$\chi_\mu=0.332649,\quad\nabla\chi_\mu=(0,-0.775331,0.111491),$$
$$\chi_\nu=0.260815,\quad\nabla\chi_\nu=(0,0.333942,0.279048),$$
$$\nabla\rho=(0,-0.688601,-0.467015),$$
$$f_\rho=-0.893457,\quad f_\sigma=-0.007754,\quad f_\tau=0.014508 .$$

The $x$ components vanish because the point lies in the molecular plane and both functions and the density are even in $x$. The scalar products are

$$\nabla\rho\cdot\nabla\chi_\mu=0.533894-0.052068=0.481826,$$
$$\nabla\rho\cdot\nabla\chi_\nu=-0.229953-0.130320=-0.360273 .$$

With $2f_\sigma=-0.015508$, equation (2) gives

$$Z^0_\mu=-0.148604-0.007472\approx-0.15608,$$
$$Z^0_\nu=-0.116513+0.005587\approx-0.11093 .$$

The product and its transpose contribute

$$\chi_\mu Z^0_\nu+\chi_\nu Z^0_\mu=-0.036900-0.040707=-0.077607 .$$

For the $\tau$ part, $\nabla\chi_\mu\cdot\nabla\chi_\nu=-0.258916+0.031111=-0.227805$. Multiplication by $\tfrac12f_\tau=0.007254$ gives $-0.001652$. The total is $-0.079259$, the value obtained from the matrix routine.

Separated as in (1), the $\rho$, $\sigma$ and $\tau$ parts are $-0.077516$, $-0.000090$ and $-0.001652$. The $\sigma$ part has two pieces, proportional to $\chi_\mu\nabla\rho\cdot\nabla\chi_\nu=-0.119844$ and $\chi_\nu\nabla\rho\cdot\nabla\chi_\mu=0.125667$. After multiplication by $2f_\sigma$ they are $0.001859$ and $-0.001949$: each is small beside the $\rho$ part, and they nearly cancel. The point is not representative of the integral: over the whole grid the three parts are $-0.125865$, $-0.007875$ and $0.001170$ hartree, which add to $-0.132570$ hartree. The last digit belongs to this grid: with 75 × 302 or more points per atom the $\rho$ part and the sum shift by $-2\times10^{-6}$ hartree, and $f_\rho$ at the single point shifts by $-4\times10^{-6}$ through the converged density. The $\tau$ part even has the opposite sign.

## What the numerical tests establish

Every element of $V$ was tested against central differences of the energy on a coarse grid of 2248 points. The density matrix was the converged one plus 0.05 times the unit matrix, which keeps it positive definite during the steps. The largest deviations were $3.6\times10^{-10}$ hartree for PBE and $6.3\times10^{-10}$ hartree for TPSS. On the same grid the PBE potential form deviated by $1.1\times10^{-2}$ hartree. The spin-resolved TPSS matrix was tested along five random directions for the $\alpha$ spin, with a largest deviation of $8.7\times10^{-11}$ hartree.

With the converged water density, the largest difference between the two PBE forms fell from $6.2\times10^{-3}$ hartree on 2998 points to $1.5\times10^{-4}$ on 23276 and $2.8\times10^{-7}$ on 91106. This is the expected behaviour of the quadrature of a total divergence. The potential form omitted points with $\rho\le10^{-9}$ in atomic units.

A correct $V$ also makes the converged total energy stationary under rotations of occupied into empty orbitals. For three random rotations the largest slope, by finite differences, was $5.4\times10^{-9}$ hartree per radian. A Fock matrix whose $V$ lacks the $\sigma$ and $\tau$ terms would predict, for the same three rotations at the same density, a largest slope of 0.0282 hartree per radian. Self-consistency with such a matrix would therefore stop at a different density.

Screening was examined for rows of H$_2$ molecules 4 bohr apart, with TPSS and a cutoff of $10^{-7}$ atomic units. The model density is a sum of molecular densities, each with two electrons in one normalised bonding combination. Neighbouring combinations overlap and were not orthogonalised, so the matrix $P$ is not that of a closed-shell determinant; the screening test needs only a symmetric $P$. The points were sorted along the row and taken in batches of 500. For 12 molecules the root-mean-square number of kept functions was 15.4 out of 48; for 24 molecules it was 15.9 out of 96. For the longer row the multiplications in step 5 fell from $1.742\times10^9$ to $4.801\times10^7$, a factor of about 36. The largest change in any matrix element, relative to the unscreened matrix, was $3.4\times10^{-9}$ hartree over both rows. Doubling the row multiplied the work by 8.00 without screening and by 2.15 with it. The excess over 2 reflects the slight rise in the root-mean-square $m$, since the work is $4nm^2$ per batch and the number of points doubles.

The complete values are in the numerical output below.

## Conditions for use

**Laplacian dependence.** If $f$ contains $\nabla^2\rho$, its variation brings in

$$\nabla^2(\chi_\mu\chi_\nu)=\chi_\mu\nabla^2\chi_\nu+\chi_\nu\nabla^2\chi_\mu+2\nabla\chi_\mu\cdot\nabla\chi_\nu ,$$

and first derivatives no longer suffice for this pointwise formula.

**Gradient variable.** If a routine returns the derivative with respect to $s=|\nabla\rho|$, then $f_\sigma=f_s/(2s)$. This quotient needs its analytic limit where $s\to0$.

**Thresholds.** If small densities are cut off in the energy, the same points must be cut off in the derivatives. A jump in $f$ at the threshold is a place where the assumed differentiability fails.

**Moving grids.** In nuclear forces the basis functions, points and weights move with the atoms. Differentiating $\nabla\chi_\mu$ with respect to a nuclear position brings in second derivatives of basis functions, and the weights contribute terms of their own. The first-derivative result holds for the matrix at fixed nuclei.

## Computed values

```
Water, TPSS, 6-31G; positions in bohr:
  O (0.0, 0.0, 0.0)
  H (0.0, 1.43, 1.11)
  H (0.0, -1.43, 1.11)
basis functions 13, grid points 23276 (40 x 194/atom)
SCF iterations 9, largest residual 7.0e-10 hartree
total energy -76.388072 hartree
exchange-correlation energy -9.363604 hartree
integrated electron number 10.000000
max |V - PySCF matrix| 8.9e-16 hartree
largest energy slope, 3 rotations 5.4e-09 hartree/rad
slope from V with rho term only 0.0282 hartree/rad
Element between [0 O 2pz] and [1 H 1s], hartree:
  rho part -0.125865
  sigma part -0.007875
  tau part 0.001170
  sum -0.132570
Same element at the point (0.0, 0.7, 0.5) bohr, w = 1, a.u.:
  rho 0.554869, tau 0.681114
  grad rho (y, z) -0.688601, -0.467015
  f_rho -0.893457, f_sigma -0.007754, f_tau 0.014508
  O 2pz: chi 0.332649, grad (y, z) -0.775331, 0.111491
  H 1s: chi 0.260815, grad (y, z) 0.333942, 0.279048
  Z0 of O 2pz -0.156076, Z0 of H 1s -0.110927
  rho, sigma, tau parts -0.077516, -0.000090, -0.001652
  from product plus transpose -0.079259
Coarse grid, 2248 points, max deviation from finite differences:
  PBE, product plus transpose 3.6e-10 hartree
  TPSS, product plus transpose 6.3e-10 hartree
  PBE, potential form 1.1e-02 hartree
  TPSS, alpha spin, 5 directions 8.7e-11 hartree
PBE, max |potential form - product form|, hartree:
  20 x 50 per atom, 2998 points: 6.2e-03
  40 x 194 per atom, 23276 points: 1.5e-04
  70 x 434 per atom, 91106 points: 2.8e-07
tau operator, two forms, relative gap 1.1e-07
Row of H2, 4 bohr apart, bond 1.4 bohr, 6-31G, TPSS, cutoff 1e-7 a.u.:
  12 molecules: 48 functions, 23632 points
    rms functions per batch 15.4, error 3.4e-09 hartree
    multiplications: all 2.178e+08, screened 2.237e+07
  24 molecules: 96 functions, 47248 points
    rms functions per batch 15.9, error 2.3e-09 hartree
    multiplications: all 1.742e+09, screened 4.801e+07
growth on doubling: all 8.00, screened 2.15
```
